# In-plane heat conduction in a film with one mirror surface

Suppose that a silicon layer 50 nm thick has one surface that reflects phonons like a mirror and one that scatters them in random directions. A thermal model that assigns the same specularity to both surfaces can match this layer only with a fitted specularity that is not the mean of the two surfaces and that changes with thickness (about 0.40 in the example below, approaching 0.5 in thick films). Treating both surfaces as fully diffuse gives, for the material parameters used below, a conductivity of 43.4 W/(m K). Sharing the mirror out evenly, so that each surface reflects half of the phonons specularly, gives 72.0 W/(m K). The transport equation with the actual surfaces gives 64.3 W/(m K), which is the conductivity of a fully diffuse film 100 nm thick.

Let the film occupy \(0<z<d\), with the mirror at \(z=0\) and the diffuse surface at \(z=d\). A small, uniform temperature gradient \(T'=dT/dx\) drives heat along the film, and no net heat leaves through either surface. The film is gray and isotropic: all phonons have the same speed \(v\) and relaxation time \(\tau\), hence the same bulk mean free path \(L=v\tau\). Phonons are treated as particles, so interference across the thickness is ignored.

Write the phonon distribution as \(f=f_0(T(x))+g\), where \(f_0\) is the local equilibrium distribution. In the steady state the Boltzmann equation is

\[
v_x\frac{\partial f}{\partial x}+v_z\frac{\partial f}{\partial z}=-\frac{f-f_0}{\tau}.
\]

To first order in the gradient, \(\partial f/\partial x\) may be replaced by \((df_0/dT)T'\), because \(g\) is itself of first order and its variation along \(x\) is of higher order. Multiplying by \(\tau\) gives

\[
v_z\tau\frac{\partial g}{\partial z}=G-g,\qquad
G=-\tau v_x\frac{df_0}{dT}T'.
\]

Far from any surface \(g=G\), so \(G\) is the bulk deviation. It is odd in \(v_x\): more energy travels down the temperature gradient than up it. The surfaces below preserve this oddness. The deviation therefore adds no energy density at any depth, and a temperature that depends on \(x\) alone is consistent.

At the diffuse surface, departing phonons keep no memory of their in-plane direction. Their distribution is even in \(v_x\), and its strength is fixed by the energy that arrives. The arriving deviation is odd in \(v_x\) and sums to zero energy, so the surface emits the equilibrium distribution \(f_0(T(x))\). Phonons leaving it have \(g=0\). The mirror reverses \(v_z\) and leaves \(v_x\) and the frequency alone, so it passes the arriving deviation on unchanged.

Let \(\mu=|v_z|/v\), which lies between 0 and 1, and let \(g_\downarrow\) and \(g_\uparrow\) belong to phonons moving toward the mirror and away from it. For the first group \(v_z\tau=-L\mu\), and the shortfall \(h=G-g_\downarrow\) obeys

\[
\frac{dh}{dz}=-\frac{dg_\downarrow}{dz}=\frac{h}{L\mu},\qquad h(d)=G.
\]

Its solution is \(h=Ge^{-(d-z)/(L\mu)}\), so

\[
g_\downarrow(z)=G\left[1-e^{-(d-z)/(L\mu)}\right].
\]

For the second group \(v_z\tau=+L\mu\), and the shortfall \(G-g_\uparrow\) decays with increasing \(z\) as \(e^{-z/(L\mu)}\). Its starting value is set by the mirror:

\[
G-g_\uparrow(0)=G-g_\downarrow(0)=Ge^{-d/(L\mu)}.
\]

Therefore

\[
g_\uparrow(z)=G\left[1-e^{-(d+z)/(L\mu)}\right].
\]

The length \(d+z\) is the distance, measured along the normal, that the phonon has covered since it left the diffuse surface: \(d\) down to the mirror and \(z\) back up.

This is where the doubled film appears. Remove the mirror and extend the material to \(z=-d\), with a second diffuse surface there. An upward-moving phonon now starts at \(z=-d\) with no deviation and has covered the same distance \(d+z\) when it reaches \(z\). Its deviation is the same \(g_\uparrow\), and \(g_\downarrow\) has not changed either. The mirror film is thus the upper half of a diffuse film of thickness \(2d\). The lower half is its reflection and carries the same heat, so the flux averaged over thickness, and with it the conductivity, is the same in both films.

To obtain the value, note that the heat flux along \(x\) sums \(v_xg\) over directions. Since \(g\) is \(G\) times a bracket that depends on \(\mu\) and \(z\), and \(G\) is proportional to \(v_x\), each direction has weight \(v_x^2\). Averaged over azimuth, this is proportional to \(1-\mu^2\). In the bulk both brackets equal 1, and \(\int_0^1 2(1-\mu^2)\,d\mu=4/3\). Relative to the bulk flux, then,

\[
\frac{q(z)}{q_{\rm bulk}}=\frac34\int_0^1(1-\mu^2)
\left[2-e^{-(d-z)/(L\mu)}-e^{-(d+z)/(L\mu)}\right]d\mu .
\]

Over the thickness, the two exponentials integrate to

\[
L\mu\left(1-e^{-d/(L\mu)}\right)+L\mu\left(e^{-d/(L\mu)}-e^{-2d/(L\mu)}\right)
=L\mu\left(1-e^{-2d/(L\mu)}\right).
\]

The mean of the square bracket is therefore \(2-(L\mu/d)(1-e^{-2d/(L\mu)})\). Setting \(s=2d/L\), so that \(L\mu/d=2\mu/s\), and using \(\frac34\int_0^1 2(1-\mu^2)d\mu=1\), we find

\[
\frac{k_{\rm mirror}(d)}{k_{\rm bulk}}=F(s)=
1-\frac{3}{2s}\int_0^1(\mu-\mu^3)\left(1-e^{-s/\mu}\right)d\mu .
\]

A film of thickness \(a\) with two diffuse surfaces can be worked out separately. Its brackets are \(1-e^{-z/(L\mu)}\) and \(1-e^{-(a-z)/(L\mu)}\), whose thickness averages add to \(2-2(L\mu/a)(1-e^{-a/(L\mu)})\). The same angular integral gives \(F(a/L)\). Hence

\[
k_{\rm mirror}(d)=k_{\rm diffuse}(2d)=k_{\rm bulk}F(2d/L).
\]

The integral can be expressed through the exponential integrals \(E_n(s)=\int_1^\infty t^{-n}e^{-st}dt\). The substitution \(t=1/\mu\) turns them into \(E_n(s)=\int_0^1\mu^{n-2}e^{-s/\mu}d\mu\), so the terms with \(\mu\) and \(\mu^3\) give \(E_3\) and \(E_5\). With \(\int_0^1(\mu-\mu^3)d\mu=1/4\),

\[
F(s)=1-\frac{3}{8s}+\frac{3}{2s}\left[E_3(s)-E_5(s)\right].
\]

For the example take rough typical values for silicon near room temperature: \(k_{\rm bulk}=150\) W/(m K) and an effective gray mean free path \(L=300\) nm. With \(d=50\) nm, \(2d/L=0.3333\), and

\[
F(0.3333)=1-1.125+4.5\,(0.284893-0.161867)=0.4286 .
\]

The mirror film has \(k=150\times0.4286=64.3\) W/(m K). For the same film with two diffuse surfaces, \(d/L=0.1667\) and

\[
F(0.1667)=1-2.25+9\,(0.371791-0.200724)=0.2896,
\]

or 43.4 W/(m K). The mirror raises the conductivity by a factor of 1.48.

The equality concerns conductivity, not conductance. A square piece of film conducts \(kd\) from edge to edge, which is \(64.29\times50\) nW/K, or 3.21 µW/K, for the mirror film. The 100 nm diffuse film conducts 6.43 µW/K, twice as much, because it has twice the cross-section.

Two calculations that do not use the unfolding test the result. A finite-difference solution of the Boltzmann equation, with the mirror and diffuse conditions imposed at the surfaces, was compared with \(F\) at \(d/L=0.1\), 0.1667, 1 and 3; the largest difference in \(k/k_{\rm bulk}\) was \(1.2\times10^{-8}\). A simulation of 300,000 random flights, in which diffuse surfaces re-emit phonons by the cosine law, gave \(0.692\pm0.004\) for a mirror film with \(d/L=0.5\), where the uncertainty is one standard error. The doubled-film value is \(F(1)=0.684\), about two standard errors away, while the value without a mirror, \(F(0.5)=0.522\), is excluded.

The heat is not spread evenly over the thickness. The \(z\)-derivative of the square bracket in \(q(z)\) is

\[
-\frac{1}{L\mu}\left[e^{-(d-z)/(L\mu)}-e^{-(d+z)/(L\mu)}\right],
\]

which vanishes at the mirror and is negative elsewhere. The flux is therefore greatest at the mirror, which is the mid-plane of the doubled film, and least at the diffuse surface. Setting \(z=0\) and \(z=d\) in \(q(z)\) gives

\[
\frac{q(0)}{q_{\rm bulk}}=1-\frac32\left[E_2\!\left(\tfrac dL\right)-E_4\!\left(\tfrac dL\right)\right],
\]
\[
\frac{q(d)}{q_{\rm bulk}}=\frac12-\frac34\left[E_2\!\left(\tfrac{2d}L\right)-E_4\!\left(\tfrac{2d}L\right)\right].
\]

In the example these are 0.466 and 0.325. The second cannot exceed one half, because the phonons leaving the diffuse surface carry no net heat along the film.

How much a mirror helps depends on \(d/L\). In a thick film the exponential integrals are negligible, since \(E_3-E_5=\int_0^1(\mu-\mu^3)e^{-s/\mu}d\mu\) is smaller than \(e^{-s}/4\). The fractional loss of conductivity is then \(3L/(8d)\) with two diffuse surfaces and \(3L/(16d)\) with one: the mirror removes half of the loss. At \(d/L=10\) the losses are 0.0375 and 0.01875.

For a thin film we need \(F\) at small \(s\). Integration by parts gives \(nE_{n+1}=e^{-s}-sE_n\). Applying it repeatedly,

\[
E_3=\tfrac12\left[(1-s)e^{-s}+s^2E_1\right],\qquad
E_5=\tfrac14e^{-s}-\tfrac{s}{12}e^{-s}+\tfrac{s^2}{12}E_3 .
\]

Expanding the exponentials through \(s^2\), while keeping \(E_1\), gives

\[
E_3\approx\tfrac12-s+\tfrac34s^2+\tfrac12s^2E_1,\qquad
E_5\approx\tfrac14-\tfrac13s+\tfrac14s^2 .
\]

The difference is \(\frac14-\frac23s+\frac12s^2(1+E_1)\). Multiplied by \(3/(2s)\), its first two terms cancel \(-3/(8s)\) and 1 in \(F\), leaving \(F\approx\frac34s(1+E_1)\). Finally, \(E_1(s)=\int_s^\infty e^{-t}t^{-1}dt\), and integration by parts gives

\[
E_1(s)=-e^{-s}\ln s+\int_s^\infty e^{-t}\ln t\,dt\approx-\ln s-\gamma ,
\]

where \(\gamma=-\int_0^\infty e^{-t}\ln t\,dt\approx0.577\) is Euler's constant. Thus

\[
F(s)\approx\frac{3s}{4}\left[\ln\frac1s+1-\gamma\right]\qquad(s\ll1).
\]

With \(s=d/L\), the gain from the mirror in this limit is

\[
\frac{F(2s)}{F(s)}\approx2\left[1-\frac{\ln2}{\ln(1/s)+1-\gamma}\right].
\]

It approaches 2 slowly: the computed gain is 1.54 at \(d/L=0.1\), 1.73 at 0.01 and 1.81 at 0.001.

The gain lies between 1 and 2 at every thickness. To see this, write

\[
F(s)=\frac32\int_0^1(1-\mu^2)A(s/\mu)\,d\mu,\qquad
A(t)=1-\frac{1-e^{-t}}{t}=\int_0^1\left(1-e^{-tu}\right)du .
\]

The function \(A\) starts from zero, rises, and bends downward, because each \(1-e^{-tu}\) does. Hence \(A(t)<A(2t)<2A(t)\) for every direction, and the integral inherits both inequalities. The same form shows where the logarithm comes from. For \(t\ll1\), \(A\approx t/2\), so directions with \(\mu\gg s\) contribute, to leading order in the logarithm, \(\frac{3s}{4}\int_s^1d\mu/\mu=\frac{3s}{4}\ln(1/s)\). Phonons travelling nearly parallel to the film go far between surfaces and carry a large share of the heat.

If the mirror is imperfect, let it reflect a fraction \(p\) specularly and the rest diffusely. The diffuse share starts with no deviation, so \(g_\uparrow(0)=p\,g_\downarrow(0)\). The downward phonons all started at the diffuse surface, so \(g_\downarrow\) does not depend on \(p\). With \(e=e^{-d/(L\mu)}\), the shortfall at \(z=0\) is \(G-pG(1-e)=G[(1-p)+pe]\), and

\[
g_\uparrow=(1-p)G\left[1-e^{-z/(L\mu)}\right]+pG\left[1-e^{-(d+z)/(L\mu)}\right].
\]

This is a weighted sum of the solutions without and with the mirror. For constant \(p\),

\[
k=(1-p)\,k_{\rm diffuse}(d)+p\,k_{\rm diffuse}(2d).
\]

With \(p=0.6\) the example gives \(0.4\times43.44+0.6\times64.29=55.95\) W/(m K).

Two surfaces with the same specularity \(p\) behave differently. By symmetry, phonons leave each surface with the same deviation \(g_0\), which must satisfy \(g_0=p[G(1-e)+g_0e]\). Hence \(G-g_0=G(1-p)/(1-pe)\). The thickness average of \(g/G\) is \(1-(L\mu/d)(1-e)(1-p)/(1-pe)\) in both directions, and

\[
\frac{k}{k_{\rm bulk}}=1-\frac{3L}{2d}\int_0^1(\mu-\mu^3)\frac{(1-e)(1-p)}{1-pe}\,d\mu .
\]

For \(p=1/2\) this gives the 72.0 W/(m K) quoted at the start. It exceeds the mirror-film value. Written in the same form, the mirror film has the factor \((1-e^2)/2\) where this film has \((1-e)/(2-e)\), and the latter is smaller because \((1+e)(2-e)=2+e(1-e)>2\). Physically, some phonons now survive several reflections in succession with their in-plane motion intact. In the mirror film every second surface encounter is diffuse and erases it.

The gray assumption fixes these numbers, but the doubling rule does not need it. If phonons with different mean free paths contribute independently, and the mirror keeps each phonon's mean free path, the rule holds for each contribution and so for their sum. It can fail if reflection changes \(v_x\). This may happen when the crystal is not symmetric about the film plane, and it happens even at a perfectly flat free surface of an isotropic solid, which converts longitudinal into transverse waves and back. With silicon-like speeds of 9.0 and 5.4 km/s, about 90 % of the longitudinal energy is converted at 40° incidence. In a three-branch elastic model, with heat capacities proportional to the inverse cube of the speed, this puts the 50 nm film about 2.5 % below the doubled-film value when all branches have \(L=300\) nm, and about 5 % below it when the longitudinal mean free path is three times the transverse one.

A real silicon layer on oxide departs from the model in several ways. Let its bare surface play the mirror and its interface with the oxide the diffuse surface. The second assignment is approximate too: a smooth interface reflects grazing phonons specularly through the acoustic mismatch, and an estimate with the reflection coefficient of horizontally polarized shear waves (oxide speed 3.75 km/s, density 2.2 g/cm³, transmitted phonons counted as diffuse) puts the film about 8 % above the fully diffuse doubled-film value; longitudinal waves treated as in a fluid (oxide speed 5.97 km/s) give about 29 %. Each figure treats one wave type alone and leaves out the coupling of branches at a bonded interface. For a mirror that does not convert branches the unfolding itself survives: the mirror film then matches a film of thickness \(2d\) with this same interface on both faces. If the bare surface is covered or damaged so that it too scatters diffusely, the conductivity falls to 43.4 W/(m K), a drop of 32 %. A silicon surface exposed to air is already covered by a native oxide. In the same shear-wave estimate, an oxide 1 to 2 nm thick with an assumed phonon mean free path of 1 to 5 nm lowers the conductivity to between 47 and 57 W/(m K), so much of the mirror's gain is lost. A bare surface is not perfect either. A height \(\eta\) shifts the phase of a reflected wave of wavelength \(\lambda\) by \(4\pi\eta\mu/\lambda\). Averaging the amplitude over Gaussian heights of rms value \(\sigma\) and squaring gives the specular fraction \(p(\mu)=e^{-(4\pi\sigma\mu/\lambda)^2}\), which must stay inside the angular integral. For rough values \(\sigma=0.2\) nm and \(\lambda=2\) nm, \(p\) is 0.21 at normal incidence, yet the conductivity falls by only 6 %, to 60.3 W/(m K), because \(p\) tends to 1 at grazing incidence. This estimate counts all non-specular reflection as diffuse and is sensitive to wavelength: at 1 nm the exponent is four times larger. It also assumes roughness whose lateral correlation length is long compared with the wavelength. In that limit the scattered waves stay close to the specular direction and keep most of their in-plane velocity, so the 6 % overstates the loss. For shorter correlation lengths a stress-free surface scatters grazing waves strongly: in a first-order scalar-wave estimate with the same \(\sigma\) and \(\lambda\) and height correlation \(e^{-r^2/l^2}\), taking the specular fraction as \(e^{-S}\), with \(S\) the first-order scattered fraction, and counting all scattered waves as diffuse gives a loss of about 8 % for \(l=5\) nm, 14 % for 2 nm and 22 % for 1 nm. These are rough figures: \(S\) exceeds 1 for directions that carry 7 %, 22 % and 64 % of the heat, where first order fails, and other ways of bounding it give 7 to 10 %, 11 to 18 % and 18 to 30 %. Following the scattered directions instead lowers these to about 1 %, 6 % and 16 %, and to well below 1 % for \(l=20\) nm. How close a real surface comes to a mirror for room-temperature phonons thus depends on the correlation length of its roughness as well as on the height.

Mean free paths in silicon are also widely spread. As a rough model, let equal intervals of \(\ln L\) between 30 nm and 10,000 nm carry equal shares of the same bulk conductivity. The mirror film then has 56.3 W/(m K), 12 % below the gray value, and the diffuse 50 nm film has 41.8 W/(m K).

Operating temperature matters as well. If bulk conductivity and mean free path both fall as \(T^{-1.3}\), a rough law, then between 300 K and 380 K the bulk value drops by 26 % and the mirror-film value by 14 %, to 55.0 W/(m K). The film loses less because a shorter mean free path makes the surfaces less important. The 14 % assumes a fixed heat capacity and a single mean free path: the spread above gives about 18 %, and a heat capacity that rises by 9 % under the same bulk law gives about 11 %.

Heat also leaks into the oxide. For a temperature rise \(\theta\) above a cold substrate, an oxide of thickness \(t_{\rm ox}\) and conductivity \(k_{\rm ox}\) gives \(kd\,\theta''=(k_{\rm ox}/t_{\rm ox})\theta\), so \(\theta\) decays over the length \(\sqrt{kd\,t_{\rm ox}/k_{\rm ox}}\). With 150 nm of oxide at 1.4 W/(m K) this is 587 nm, about twice the mean free path. The gradient is therefore not strictly uniform on the scale of \(L\), but the surfaces shorten the in-plane paths. In the gray model the decay length away from a line heater is about 595 nm, within about 2 % of this estimate; conduction along the oxide, left out here, adds about another 1 %, spreading in a silicon substrate roughly 2 %, and a boundary resistance of \(10^{-9}\) m² K/W at each face of the oxide about 1 %. The error grows close to the heater: for a temperature variation of wavenumber 2 or 4 divided by the decay length, the effective conductivity is lower by roughly a tenth or a quarter. With the spread of mean free paths used above and equal speeds, the reduction sets in at longer wavelengths, 5 to 9 % against 3 % at wavenumber 1 divided by the decay length. The range reflects which phonons are heated, how the temperature is defined and whether the diffuse surface mixes phonons of different paths; at wavenumber 4 these choices give 18 to 30 %, on either side of the gray value. Confinement is a lesser concern for most directions, since half a wavelength is 2 % of the thickness. The wavelength across the film is \(\lambda/\mu\), however, and the directions with \(\mu<0.02\), where half of it exceeds \(d\), carry about 7 % of the heat in this model.

In design, data for a diffuse film of thickness \(2d\) can stand in for a mirror film of thickness \(d\) when material and temperature are the same, one surface is close to specular and the other close to diffuse for the phonons that carry the heat, grazing ones included, and the temperature varies slowly over a mean free path. For an ideal mirror the in-plane conductivity carries over unchanged. A flat free surface always converts branches, which costs a few per cent in the elastic model above, and roughness or a native oxide can cost more. The sheet conductance must be halved. The numerical output lists the values of the worked example.

## Computed values

```
film thickness d = 50 nm
gray mean free path L = 300 nm
bulk conductivity = 150 W/(m K)
d/L = 0.1667, 2d/L = 0.3333 (no unit)
E3(d/L) = 0.371791, E5(d/L) = 0.200724
E3(2d/L) = 0.284893, E5(2d/L) = 0.161867
F(d/L) = 0.2896, F(2d/L) = 0.4286
k, diffuse film of thickness d = 43.44 W/(m K)
k, diffuse film of thickness 2d = 64.29 W/(m K)
k, mirror film, transport solver = 64.29 W/(m K)
gain from the mirror = 1.480 (ratio)
sheet conductance, mirror film = 3.215 uW/K
sheet conductance, doubled film = 6.429 uW/K
flux at mirror / bulk flux = 0.4662
flux at diffuse wall / bulk flux = 0.3252
largest solver-formula gap in k/k_bulk = 1.2e-08
random flights, mirror, d/L=0.5: 0.6919 +- 0.0039
random flights, diffuse, d/L=1: 0.6869 +- 0.0039
formula F(1) = 0.6839, F(0.5) = 0.5219
d/L=0.001: F(d/L)=0.00550, F(2d/L)=0.00996, gain=1.811
d/L=0.01: F(d/L)=0.03776, F(2d/L)=0.06522, gain=1.727
d/L=0.1: F(d/L)=0.20913, F(2d/L)=0.32301, gain=1.545
d/L=1: F(d/L)=0.68386, F(2d/L)=0.81911, gain=1.198
d/L=10: F(d/L)=0.96250, F(2d/L)=0.98125, gain=1.019
thin-film formula at d/L=0.001: 0.00550
k, mirror of specularity 0.6 = 55.95 W/(m K)
k, specularity 0.5 on both = 72.01 W/(m K)
rms roughness = 0.2 nm, wavelength = 2.0 nm
specularity at normal incidence = 0.206
k with rough mirror = 60.34 W/(m K)
equivalent constant specularity = 0.810
change of k from roughness = -6.2 %
path spread = 30 to 10000 nm, log-uniform
k with path spread, mirror film = 56.33 W/(m K)
k with path spread, diffuse film = 41.78 W/(m K)
change of mirror k from spread = -12.4 %
reference and hot temperature = 300, 380 K
assumed bulk power of 1/T = 1.3
hot bulk k = 110.31 W/(m K), hot L = 220.6 nm
hot mirror-film k = 55.03 W/(m K)
change on heating: film -14.4 %, bulk -26.5 %
oxide: 150 nm thick, k = 1.4 W/(m K)
healing length = 587 nm, L/healing = 0.51
wavelength / (2d) = 0.020
```
